\section*{The Grassmann Hessian and the origin of orbital-energy differences, part 2}

The problem is how orbital-energy differences arise in the Riemannian Hessian $H$ of the closed-shell Hartree--Fock energy, and what its curvature term $-4\xi\,(C^TFC)$ contributes. The algebra is in atomic units.

In a real orthonormal basis of size $n$, the columns of $C$ are the $N$ doubly occupied orbitals and those of $V$ the virtual ones; $P=CC^T$, $Q=1-P=VV^T$. With core Hamiltonian $h$,
\begin{equation}
E(P)=2\,\mathrm{Tr}\,hP+\mathrm{Tr}\,PG(P),\qquad G(D)_{pq}=\sum_{rs}\big[2(pq|rs)-(pr|qs)\big]D_{rs}.\tag{2}
\end{equation}
\begin{equation}
E(P+D)=E(P)+2\,\mathrm{Tr}\,FD+\mathrm{Tr}\,DG(D),\qquad F=h+G(P).\tag{3}
\end{equation}
The extension $f(C)=E(CC^T)$ is defined for any $n\times N$ matrix. Tangent vectors are $\xi=V\kappa$ (likewise $\eta$, with matrix $Y$), or
\begin{equation}
X=\xi C^T+C\xi^T,\qquad C^T\xi=0 .\tag{4}
\end{equation}
\begin{equation}
\langle\xi,\eta\rangle=\mathrm{Tr}\,\xi^T\eta=\tfrac12\,\mathrm{Tr}\,XY .\tag{5}
\end{equation}
The gradient is $g=4QFC$. Geodesics are $C(t)=e^{tA}C$ with $A=\xi C^T-C\xi^T$, and
\begin{equation}
P''(0)=[A,X]=2\big(\xi\xi^T-C\xi^T\xi C^T\big).\tag{10}
\end{equation}
Along them
\begin{equation}
\frac{d^2f}{dt^2}=\langle\xi,H\xi\rangle,\qquad H\xi=4\big\{QF\xi-\xi\,(C^TFC)+QG(\xi C^T+C\xi^T)C\big\}.\tag{16}
\end{equation}
The middle, curvature (Weingarten) term comes from the normal part $4CF_{oo}$ of the Euclidean gradient $4FC$; the straight line $C+t\xi$ lacks it. With $M=\xi^T\xi$, the re-orthonormalized line
\begin{equation}
\tilde C(t)=(C+t\xi)(1+t^2M)^{-1/2}=C+t\xi-\tfrac12t^2CM+O(t^3)\tag{17}
\end{equation}
also gives $\langle\xi,H\xi\rangle$. Along any orthonormal curve with $C'(0)=\xi$,
\begin{equation}
Qg'=4\big\{QF\xi-\xi\,(C^TFC)+QG(X)C\big\}=H\xi .\tag{20}
\end{equation}
With $F_{vv}=V^TFV$, $F_{oo}=C^TFC$, their eigenvalues $\varepsilon_a$, $\varepsilon_i$, and occupied $i,j$, virtual $a,b$,
\begin{equation}
H=4(\Omega+K),\qquad\Omega\kappa=F_{vv}\kappa-\kappa F_{oo},\qquad K\kappa=V^TG(X)C .\tag{21}
\end{equation}
\begin{equation}
H_{ai,bj}=4\big[F_{ab}\delta_{ij}-\delta_{ab}F_{ij}+4(ai|bj)-(ab|ij)-(aj|bi)\big].\tag{22}
\end{equation}
\begin{equation}
(\Omega\kappa)_{ai}=\underbrace{\varepsilon_a\kappa_{ai}}_{QF\xi}\;\underbrace{-\;\varepsilon_i\kappa_{ai}}_{-\xi C^TFC}=(\varepsilon_a-\varepsilon_i)\,\kappa_{ai}.\tag{23}
\end{equation}

The example is the silicon determinant $[\mathrm{Ne}]3s^23p_z^2$ in cc-pVDZ; the "displaced point" lies $0.3$ rad from self-consistency. The "opening numbers" are second derivatives in $t$: admixing $t$ times $3p_x$ to $3p_z$ gives $-25.32$ eV, or $+14.68$ eV after a $10$ eV shift of the energy zero; rotating by angle $t$ gives $+0.63$ eV/rad$^2$ for both zeros.

\subsection{The zero of energy}

Replace $h$ by $h+c\,1$. On the manifold $E$ changes by $2c\,\mathrm{Tr}\,P=2cN$, a constant, so no intrinsic derivative can depend on $c$. The extension behaves differently: along the straight line $\mathrm{Tr}\,(C+t\xi)(C+t\xi)^T=N+t^2\|\xi\|^2$, the linear term vanishing because $C^T\xi=0$, and $f$ gains $2c(N+t^2\|\xi\|^2)$. The straight line does not conserve the electron number $2\,\mathrm{Tr}\,P$, and its second derivative moves by $+4c\|\xi\|^2$. In (16), $F\to F+c$ and $F_{oo}\to F_{oo}+c$ give
\begin{equation}
4QF\xi\to4QF\xi+4c\,\xi,\qquad-4\xi F_{oo}\to-4\xi F_{oo}-4c\,\xi ,\tag{24}
\end{equation}
and the sum is unchanged. Neither term has a physical value by itself. For the single pair the content is elementary: admixing $t\phi_a$ puts a weight $t^2$ on energy $\varepsilon_a$, and normalization removes the same weight from energy $\varepsilon_i$. A level shift acts otherwise. Replacing $F$ by $F+bQ$ changes $F_{vv}$ to $F_{vv}+b$ and leaves $F_{oo}$ and $g$ alone, so $\Omega\to\Omega+b$.

\subsection{Dependence of the splitting on the embedding}

The manifold also sits in the flat space of symmetric matrices, where $E(P)$ is extended by the polynomial (2). Along a geodesic $D=tX+\frac12t^2P''+O(t^3)$, and twice the $t^2$ coefficient of (3) is
\begin{equation}
\frac{d^2E}{dt^2}=\underbrace{2\,\mathrm{Tr}\,XG(X)}_{\text{line }P+tX}+2\,\mathrm{Tr}\,FP'' .\tag{25}
\end{equation}
The straight-line part equals $4\langle\kappa,K\kappa\rangle$ and holds no orbital energy, because the term $2\,\mathrm{Tr}\,FD$ is linear along a line. The second part is again the Euclidean gradient paired with a normal acceleration; in the inner product $\frac12\mathrm{Tr}\,AB$ the gradient is $4F$, and its block-diagonal part meets $P''$. With (10),
\begin{equation}
2\,\mathrm{Tr}\,FP''=4\,\mathrm{Tr}\,\xi^TF\xi-4\,\mathrm{Tr}\,F_{oo}\xi^T\xi=4\langle\kappa,\Omega\kappa\rangle=4\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2 .\tag{26}
\end{equation}
In this embedding the entire difference is extrinsic curvature. The surface of projectors bends so that the virtual block gains $t^2\xi\xi^T$ while the occupied block loses $t^2C\xi^T\xi C^T$; the two have equal trace, $\mathrm{Tr}\,P''=0$, and the shift $c$ drops out of the curvature term itself. Equation (26) is also the geodesic second derivative of the functional $2\,\mathrm{Tr}\,FP(t)$ with $F$ frozen, so $4\Omega$ is the Hessian of a model of independent electrons and $4K$ is the response of the mean field.

The operator $\Omega$ has a form free of frames. Take the virtual--occupied block of $[F,X]$. Since $X$ is block off-diagonal, $(FX)_{vo}=F_{vv}\kappa$ and $(XF)_{vo}=\kappa F_{oo}$, so $[F,X]_{vo}=\Omega\kappa$. For any matrix $Y$, $(PY)_{vo}=0$ and $(YP)_{vo}=Y_{vo}$, so $[P,Y]_{vo}=-Y_{vo}$, while the diagonal blocks of $[P,Y]$ vanish. The matrix $[F,X]$ is antisymmetric, which makes $[P,[F,X]]$ symmetric, and thus
\begin{equation}
-[P,[F,X]]=V(\Omega\kappa)C^T+C(\Omega\kappa)^TV^T \tag{27}
\end{equation}
at every point, stationary or not: the off-diagonal blocks of $F$ enter the diagonal blocks of $[F,X]$, which the outer commutator removes.

A third extension removes the curvature term altogether. For a matrix $Y$ of full rank let $\tilde f(Y)=E\big(Y(Y^TY)^{-1}Y^T\big)$. For invertible $T$ the replacement $Y\to YT$ leaves the projector unchanged, since $YT(T^TY^TYT)^{-1}T^TY^T=Y(Y^TY)^{-1}Y^T$. With $T=1+tS$ the function is constant along $C+tCS$, so its gradient has no normal part and the Weingarten term is zero. With $T=(1+t^2\xi^T\xi)^{-1/2}$ one finds $\tilde f(C+t\xi)=f(\tilde C(t))$ for the curve (17), whose second derivative is $\langle\xi,H\xi\rangle$. The whole Hessian, $\Omega$ included, now lies in the straight-line derivative.

The three splittings were tested at the displaced point, $66.4$ eV above the stationary energy, for one random unit direction. In eV/rad$^2$, as straight-line part plus curvature part,
\begin{align}
f(C):&\quad-16.91+946.41=929.50,\nonumber\\
E(P):&\quad-42.53+972.04=929.50,\tag{28}\\
\tilde f(Y):&\quad929.50+0=929.50,\nonumber
\end{align}
up to rounding in the last digit, and the finite-difference value along the geodesic is $929.50$. The first two rows differ by the transfer of the $QF\xi$ part, $25.63$, from one column to the other. The sum belongs to the energy and the metric; the division belongs to the chosen flat space and to the extension of the energy into it.

\subsection{Extrinsic, not Riemann, curvature}

The word curvature here does not refer to the Riemann tensor of the Grassmann manifold. That tensor is fixed by the metric (5) and does not involve $F$, and it did not appear in either derivation of $H$. A case without intrinsic curvature settles the point. For $n=2$, $N=1$ the orbital is $c=(\cos\theta,\sin\theta)^T$, the metric is $d\theta^2$, and the Riemann tensor, antisymmetric in a pair of indices that can take one value, is zero. For a fixed symmetric $2\times2$ matrix $F$,
\begin{equation}
2c^TFc=2\big(F_{11}\cos^2\theta+F_{12}\sin2\theta+F_{22}\sin^2\theta\big).\tag{29}
\end{equation}
At $\theta=0$ the second derivatives of $\cos^2\theta$, $\sin2\theta$ and $\sin^2\theta$ are $-2$, $0$ and $2$, so the result is $4(F_{22}-F_{11})$. Along the line $c=(1,\theta)^T$ the function is $2(F_{11}+2F_{12}\theta+F_{22}\theta^2)$ with second derivative $4F_{22}$. The term $-4F_{11}$ is present on a manifold that is intrinsically flat.

\subsection{Single excitations in silicon}

The example is the free Si atom at the real restricted Hartree--Fock level in the cc-pVDZ basis, $n=18$, $N=7$, with energy $-7858.29$ eV $=-288.7869$ hartree. The determinant $[\mathrm{Ne}]3s^23p_z^2$ is a spin singlet that is not rotationally invariant, and within the $p^2$ shell it mixes the $^1D$ and $^1S$ terms; it is not the triplet ground state. Correlation, relativity and the rest of the basis are left out. It serves as a well-defined stationary point, and digits are kept in order to follow cancellations, not as predictions for the atom. The values that involve the virtual $3p_x$ orbital are far from converged in the basis. In cc-pVDZ, cc-pVTZ, cc-pVQZ and aug-cc-pVTZ its energy is $+0.23$, $+0.13$, $-0.08$ and $-0.22$ eV, the $3p_z\to3p_x$ diagonal element of $H$ is $0.63$, $0.97$, $1.40$ and $2.46$ eV/rad$^2$, the ratio of $K$ to $\Omega$ for this pair is $-98\%$, $-96\%$, $-95\%$ and about $-90\%$, and its weight in the rotation mode found below is $0.987$, $0.980$, $0.959$ and $0.889$. The lowest positive eigenvalue of $H$ falls from $37.45$ eV/rad$^2$ to $32.7$ in cc-pVTZ and to $17.0$ in aug-cc-pVDZ. All values are listed in the numerical output that follows the text.

For a unit rotation of one pair, (22) reduces to
\begin{equation}
H_{ai,ai}=4\varepsilon_a-4\varepsilon_i+4K_{ai,ai},\qquad K_{ai,ai}=3(ai|ai)-(aa|ii),\tag{30}
\end{equation}
since $(aj|bi)$ becomes $(ai|ai)$ and cancels one of the four Coulomb terms. The virtual orbital is $3p_x$ with $\varepsilon_a=0.2330$ eV, so $4\varepsilon_a=0.932$. For $3p_z$, $\varepsilon_i=-6.4883$ eV and $\Omega=0.2330+6.4883=6.7213$ eV $=0.2470$ hartree. In eV/rad$^2$,
\begin{align}
3p_z\to3p_x:&\quad0.932+25.953-26.256=0.629,\nonumber\\
3s\to3p_x:&\quad0.932+59.293-14.816=45.409,\tag{31}\\
1s\to3p_x:&\quad0.93+7491.62-44.48=7448.07,\nonumber
\end{align}
with $\varepsilon_{3s}=-14.823$ eV and $\varepsilon_{1s}=-1872.90$ eV. Finite differences of the energy along the geodesics give $0.6295$, $45.409$ and $7448.07$. The straight line lacks the middle terms and gives $0.932-26.256=-25.324$, $0.932-14.816=-13.884$ and $0.93-44.48=-43.55$, again matched by finite differences. This accounts for the opening numbers. With $c=10$ eV, (24) turns $0.932$ into $40.932$ and $25.953$ into $-14.047$; the straight-line value becomes $-25.324+40=14.676$ and the geodesic value stays at $0.6295$.

With the usual zero, that of an electron at rest at infinity, $\varepsilon_a$ is small for this virtual orbital, and the curvature term carries $25.953/(4\times6.7213)=97\%$ of $4\Omega$ for $3p_z$. That share depends on $c$ and on the basis (it is $103\%$ in aug-cc-pVTZ, where $\varepsilon_a<0$) and is no property of the atom. The ratio of $K$ to $\Omega$ does not depend on $c$. Relative to $4\Omega$, the response term is $-44.48/7492.6=-0.6\%$ for $1s$, $-14.816/60.225=-25\%$ for $3s$ and $-26.256/26.885=-98\%$ for $3p_z$. In these three directions $4\Omega$ is a close approximation to the diagonal of $H$ for the core excitation and fails for the excitation within the $3p$ shell.

\subsection{Zero modes from rigid rotation}

The near cancellation for $3p_z\to3p_x$ has a symmetry origin. Let $L$ be the real antisymmetric matrix of one component of $\mathbf r\times\nabla$ in the basis. The basis consists of complete shells on one centre and is closed under rotation, so $R=e^{\varphi L}$ represents a rigid rotation, under which $h$ and the two-electron integrals are invariant. Then $E(RPR^T)=E(P)$ for every $P$, and the image of a stationary point is stationary. The velocity $LC$ has the vertical part $C\Lambda$ with $\Lambda=C^TLC$, which is removed by following $C(\varphi)=e^{\varphi L}Ce^{-\varphi\Lambda}$, a curve through the same projectors with $C'(0)=LC-C\Lambda=QLC$. The gradient vanishes all along this curve, so (20) gives
\begin{equation}
H\,(QLC)=0,\qquad\text{that is}\qquad K\kappa=-\Omega\kappa\ \text{ for }\ \kappa=V^TLC .\tag{32}
\end{equation}
Rotation about $z$ maps the occupied space of this determinant to itself, so $QL_zC=0$ and no mode arises. Rotations about $x$ and $y$ tilt the axis and give two zero modes. For the normalized mode of rotation about $y$, the $QF\xi$ part is $1.588$ and the curvature part $25.970$, so $4\Omega$ contributes $27.557$ and $4K$ contributes $-27.557$ eV/rad$^2$. A positive definite $\Omega$ does not imply a positive definite Hessian.

The mode has weight $0.9872$ on the pair $3p_z\to3p_x$. The weight would be one if $3p_x$ were a rotated copy of $3p_z$ and all other occupied shells were spherical. The remainder lies on other pairs, and the weighted mean virtual energy $1.588/4=0.397$ eV exceeds $0.233$ eV accordingly. The computed spectrum of $H$ has two zero eigenvalues, none negative, a lowest positive one of $37.45$ and a largest of $7503.7$ eV/rad$^2$. The pair direction is odd under $x\to-x$ and the mode of rotation about $x$ is even, so they are orthogonal, and the fraction $1-0.9872=0.0128$ of the pair direction lies on eigenvalues of at least $37.45$. Its diagonal element is therefore bounded below by $37.45\times0.0128=0.48$, and the computed $0.63$ respects the bound. The eigenvalues of $\Omega$ run from $6.72$ to $1888.1$ eV; the largest eigenvalue of $H$ lies $0.6\%$ below $4\times1888.1=7552$, and the ratio of the largest to the lowest positive one is $200$.

The absence of negative eigenvalues concerns real, spin-restricted rotations, the directions that make up this manifold. Complex or spin-polarized variations belong to larger manifolds and were not examined.

\subsection{Consequences for iterations}

Newton's method on the manifold solves $H\xi=-g$ and moves along the geodesic $e^{A}C$. By (20) the gradient at the new point is $g+H\xi+O(\|\xi\|^2)=O(\|\xi\|^2)$, so convergence is at least quadratic near a stationary point at which $H$ is invertible. For silicon $H$ is singular by (32), and the iteration was confined to rotations between orbitals of the same type ($s$ together with $d_{z^2}$, $p_x$, $p_y$, $p_z$). These rotations are even under the three reflections $x\to-x$, $y\to-y$, $z\to-z$, while each zero mode is odd under at least one of them, so at the solution $H$ restricted to these directions is positive definite. The $p_x$ and $p_y$ amplitudes are independent, so the axial symmetry is broken away from the solution; the iteration is Newton's method on a submanifold through the stationary point, and $\|g\|$ below is the norm of the full gradient. From a start $0.02$ rad away, $\|g\|$ runs through $62$, $5.7\times10^{-2}$, $2.7\times10^{-6}$ and $1.9\times10^{-12}$ eV/rad and stays at the last value, the level of rounding error. The ratios $\|g_{k+1}\|/\|g_k\|^2$ of the first two steps, $1.5\times10^{-5}$ and $8\times10^{-4}$ rad/eV, are not constant, so this short sequence shows fast convergence but does not measure its order.

If $H$ is replaced by another matrix $\tilde H$, a small error $e$ with $g=He$ becomes $e'=(1-\tilde H^{-1}H)e$ to first order. With the curvature term dropped, the same start gives $62$, $2.6\times10^3$, $4.3\times10^3$, $3.2\times10^3$, $1.1\times10^3$ and $7.8\times10^2$ eV/rad, with no convergence in five steps. How such damage arises can be illustrated with (31): taken alone, the $1s\to3p_x$ direction would have the factor $1-7448.07/(-43.55)=172$, a step of the wrong sign and far too long. That pair is not among the symmetry-preserving rotations, so the number illustrates the mechanism and does not predict the growth seen in the iteration. Within the twelve symmetry-preserving directions the eigenvalues of $1-\tilde H^{-1}H$ run from $-639$ to $2265$, so the stationary point repels the truncated iteration; a small gradient reached later, as happens within twenty steps from another start at the same distance, is no evidence of a return to this point. By (24) the truncated matrix also depends on the arbitrary constant $c$: for $c=2000$ eV, which lifts every occupied level above zero, the eigenvalues lie between $0.06$ and $0.993$, and the truncated iteration converges locally but slowly.

The opposite truncation keeps $\Omega$ and drops $K$. The equation $4\Omega\kappa=-4V^TFC$ gives $\kappa_{ai}=-F_{ai}/(\varepsilon_a-\varepsilon_i)$, which is the first-order perturbation formula for the eigenvectors of $F$ with the block $F_{ai}$ as perturbation. An undamped Roothaan step, which diagonalizes $F$ and occupies the lowest levels, therefore coincides with this step to first order in $F_{ai}$, provided the occupied and virtual levels are separated by a gap. Its error map is $e'=[1-\Omega^{-1}(\Omega+K)]e=-\Omega^{-1}Ke$, and it contracts in the norm $\langle e,\Omega e\rangle^{1/2}$, in which $\Omega^{-1}K$ is self-adjoint, when all eigenvalues of $\Omega^{-1}K$ are smaller than one in modulus; the plain length $\|e\|$ can still grow in a single step, because $\Omega^{-1}K$ is not a symmetric matrix. For silicon the largest modulus apart from the two rotation modes is $0.45$. On a rotation mode (32) gives $e'=e$: a tilt of the axis is neither corrected nor amplified. When the gap closes, $\Omega^{-1}$ does not exist and this description fails, while (16) remains valid, since no gap entered its derivation.

The form (2) of the energy entered through the expansion (3) to second order in $D$. For a Kohn--Sham energy that is twice differentiable in $P$, define $F$ by the linear term $2\,\mathrm{Tr}\,FD$; then $G(X)$ in (16) is replaced by the derivative of $F$ along $X$, and $\Omega$ and the curvature term keep their form. The derivation does need $P^2=P$. With fractional occupations the density matrix is not a projector, the tangent space is not given by (4), and (23) does not apply.

\section*{Table of computed values}
\begin{verbatim}
Si RHF/cc-pVDZ: n = 18, N = 7, dimension = 77
1 hartree = 27.211386 eV
E = -7858.2921 eV = -288.786908 hartree
eps(3px, virtual) = 0.2330 eV
3pz->3px: eps_i = -6.4883 eV, Omega = 6.7213 eV = 0.247004 hartree
  4eps_a = 0.9322, curvature = 25.9532, 4K = -26.2558 eV/rad^2
  total = 0.6295, geodesic FD = 0.6295 eV/rad^2
  straight-line FD = -25.3236 eV/rad^2
  shift 10.0 eV: 4eps_a = 40.9322, curvature = -14.0468 eV/rad^2
  shifted FD: geodesic 0.6295, straight 14.6764 eV/rad^2
3s->3px: eps_i = -14.8232 eV, Omega = 15.0563 eV = 0.553307 hartree
  4eps_a = 0.9322, curvature = 59.2929, 4K = -14.8163 eV/rad^2
  total = 45.4088, geodesic FD = 45.4088 eV/rad^2
  straight-line FD = -13.8841 eV/rad^2
1s->3px: eps_i = -1872.9047 eV, Omega = 1873.1377 eV = 68.836541 hartree
  4eps_a = 0.9322, curvature = 7491.6187, 4K = -44.4828 eV/rad^2
  total = 7448.0681, geodesic FD = 7448.0681 eV/rad^2
  straight-line FD = -43.5506 eV/rad^2
rotation mode: Q F part = 1.5879, curvature = 25.9696 eV/rad^2
rotation mode: 4Omega = 27.5574, 4K = -27.5574 eV/rad^2
rotation mode: weight of 3pz->3px = 0.9872
Omega range: 6.7213 to 1888.06 eV
Hessian: zero modes = 2, negative modes = 0
Hessian: lowest positive = 37.4493, largest = 7503.68 eV/rad^2
test point: displacement = 0.3 rad, E - E0 = 66.404 eV
  |grad| = 893.892 eV/rad
  max |eig(F) - pseudo-canonical eps| = 26.2580 eV
  Q F part = 25.6261, curvature = 946.4091 eV/rad^2
  4K = -42.5339, 4Omega = 972.0352, total = 929.5014 eV/rad^2
  FD geodesic = 929.5014, FD line in C = -16.9078 eV/rad^2
  FD line in P = -42.5339, FD invariant extension = 929.5014 eV/rad^2
  max error of Hessian matrix vs FD = 7.6e-07 eV/rad^2
  path length: geodesic 0.600000, perturbed 0.600098 and 0.600098 rad
Newton from 0.02 rad, |grad| in eV/rad:
  full Hessian: 6.2e+01 5.7e-02 2.7e-06 1.9e-12 1.9e-12 1.9e-12
  no curvature: 6.2e+01 2.6e+03 4.3e+03 3.2e+03 1.1e+03 7.8e+02
\end{verbatim}
